# Zero-flux thermal diffusion of a dilute gas between two walls

## Problem

A trace of a heavy precursor gas is mixed into a carrier gas and closed in a flat gap between a cold wall at $T_c$ and a hot wall at $T_h$. The coordinate $z$ runs from the cold wall to the hot one. Both walls are impermeable, nothing reacts, and the mixture has reached a steady state. The gas is ideal, the pressure $p$ is uniform (gravity is neglected), and there is no convection. We set $k_B=1$, so temperature is an energy and the total number density is $n=p/T$.

Let $x$ be the mole fraction of the precursor and $D$ its diffusion coefficient. Its flux, relative to the molar-average motion of the gas, is

$$J=-nD\left[\frac{dx}{dz}+\alpha\,x(1-x)\,\frac{d\ln T}{dz}\right]. \qquad (1)$$

The thermal-diffusion factor $\alpha$ is taken as constant. With this sign convention, $\alpha>0$ means that a uniform mixture starts to send precursor towards the cold wall, because $J$ then points against the temperature gradient.

Take these round model values: $T_c=0.03$ eV, $T_h=0.09$ eV, $T$ linear in $z$, gap $L=10^8$ angstrom, $p=10^{-8}$ eV/angstrom³, $\alpha=0.5$, and a mean mole fraction $\bar x=0.01$ over all the gas in the gap.

(a) How does $x$ depend on $T$ when $x\ll1$? (b) What are the mole fractions and the precursor number densities at the two walls?

## A tempting solution

The precursor is dilute, so $1-x\approx1$. Diffusion runs down a concentration gradient, so one writes the flux with the number density $n_1=nx$:

$$J=-D\left[\frac{dn_1}{dz}+\alpha\,n_1\frac{d\ln T}{dz}\right].$$

Setting $J=0$ gives $d\ln n_1=-\alpha\,d\ln T$, hence $n_1\propto T^{-\alpha}$. Dividing by $n\propto T^{-1}$ gives

$$x=\frac{n_1}{n}\propto T^{\,1-\alpha}.$$

For $\alpha=0.5$ and $T_h/T_c=3$ the mole fraction at the hot wall would be $3^{0.5}\approx1.73$ times that at the cold wall.

## Where it fails

The result contradicts the meaning of $\alpha$: a positive factor drives precursor to the cold side, yet the hot side comes out richer. The case $\alpha=0$ isolates the fault. Without thermal diffusion a uniform mixture has no flux by (1), but the tempting solution gives $x\propto T$.

The error lies in replacing $n\,dx/dz$ by $dn_1/dz$. The product rule gives

$$\frac{dn_1}{dz}=n\frac{dx}{dz}+x\frac{dn}{dz}.$$

At uniform pressure $\ln n=\ln p-\ln T$, so $dn/dz=-n\,d\ln T/dz$, and therefore

$$n\frac{dx}{dz}=\frac{dn_1}{dz}+n_1\frac{d\ln T}{dz}.$$

The last term was dropped. It is of the same order as the thermal-diffusion term, and diluteness does not make it small. The dilute flux written correctly with the number density is

$$J=-D\left[\frac{dn_1}{dz}+(1+\alpha)\,n_1\frac{d\ln T}{dz}\right].$$

The extra 1 accounts for thermal expansion: a hot gas of uniform composition has fewer molecules of every kind per volume, and this alone drives no interdiffusion.

## The profile

In a one-dimensional steady state, conservation of the precursor makes its flux relative to the walls the same at every $z$. This flux vanishes at the impermeable walls, so it is zero throughout. The same holds for the carrier. The molar-average velocity is therefore zero, the flux relative to it equals the flux relative to the walls, and $J=0$ at every $z$.

Since $nD>0$, the bracket in (1) must vanish:

$$\frac{dx}{d\ln T}=-\alpha\,x(1-x). \qquad (2)$$

Both $D$ and $z$ have dropped out. They affect how the steady state is reached and where a given temperature lies, but not the relation between $x$ and $T$.

For $x\ll1$, (2) becomes $d\ln x=-\alpha\,d\ln T$. Integrating from the cold wall, where $x=x_c$, with constant $\alpha$ gives the answer to (a):

$$\boxed{x(T)=x_c\left(\frac{T}{T_c}\right)^{-\alpha}} \qquad (3)$$

The number density then follows $n_1=xp/T\propto T^{-(1+\alpha)}$.

**How dilute is dilute?** Equation (2) can also be integrated without the approximation. Separating variables and using $\frac{1}{x(1-x)}=\frac1x+\frac1{1-x}$,

$$\ln\frac{x}{1-x}-\ln\frac{x_c}{1-x_c}=-\alpha\ln\frac{T}{T_c}.$$

If $\alpha$ is independent of composition as well as of temperature, the power law therefore belongs to $x/(1-x)$. With $q=(T/T_c)^{-\alpha}$, solving for $x$ gives

$$x_{\rm full}=\frac{x_cq}{1-x_c+x_cq},\qquad \frac{x_cq}{x_{\rm full}}=1-x_c(1-q).$$

For the same cold-wall value, (3) thus falls below the full solution by the fraction $x_c(1-q)$ when $\alpha>0$. When $\alpha<0$, $q$ exceeds 1 and (3) lies too high by the fraction $x_c(q-1)$, so $x$ must be small at the hot wall too.

## Fixing the constant

The zero-flux condition fixes ratios of $x$; the amount of precursor in the gap fixes $x_c$. The mean mole fraction is the number of precursor molecules divided by the number of all molecules:

$$\bar x=\frac{\int_0^L n\,x\,dz}{\int_0^L n\,dz}.$$

For linear $T$, $dz=L\,dT/(T_h-T_c)$. The constant factors cancel, and $n\propto1/T$ leaves

$$\bar x=\frac{\int_{T_c}^{T_h}x\,dT/T}{\int_{T_c}^{T_h}dT/T}.$$

Let $r=T_h/T_c$ and $u=T/T_c$. The denominator is $\ln r$, and the numerator is

$$x_c\int_1^r u^{-\alpha-1}du=x_c\,\frac{1-r^{-\alpha}}{\alpha}.$$

Hence

$$x_c=\bar x\,\frac{\alpha\ln r}{1-r^{-\alpha}},\qquad x_h=x_c\,r^{-\alpha}. \qquad (4)$$

As $\alpha\to0$, $1-r^{-\alpha}\to\alpha\ln r$ and both wall values tend to $\bar x$, as they must. Subtracting the two expressions in (4) gives

$$x_c-x_h=\bar x\,\alpha\ln r.$$

This looks like a first-order estimate, but within the dilute law and for linear $T$ it needs no expansion in $\alpha$. The reason is that $\bar x$ is then the average of $x$ over $\ln T$, and integrating $dx=-\alpha x\,d\ln T$ across the gap produces that same average.

## Numbers

Here $r=3$, $\ln r=1.0986$ and $r^{-\alpha}=3^{-0.5}=0.5774$. The wall difference is

$$x_c-x_h=0.01\times0.5\times1.0986=0.00549,$$

and the wall values are

$$x_c=\frac{0.00549}{1-0.5774}=0.0130,\qquad x_h=0.0130\times0.5774=0.0075.$$

At mid-gap, where $T=0.06$ eV, $x=0.0130\times2^{-0.5}=0.0092$. A linear $T$ is the steady field only for constant thermal conductivity. If the conductivity grows as $T^{0.8}$, it is $T^{1.8}$ that is linear in $z$. The wall ratio is then unchanged, but both wall values rise by about 4 %, to $x_c=0.0135$ and $x_h=0.0078$, and the mid-gap temperature is 0.066 eV.

The number densities are

$$n_1(T_c)=\frac{0.0130\times10^{-8}}{0.03}=4.3\times10^{-9}\ \text{angstrom}^{-3}=4.3\times10^{21}\ \text{m}^{-3},$$

$$n_1(T_h)=\frac{0.0075\times10^{-8}}{0.09}=8.3\times10^{-10}\ \text{angstrom}^{-3}=8.3\times10^{20}\ \text{m}^{-3}.$$

Their ratio is $3^{1.5}=5.2$. Of this, a factor 3 is thermal expansion and a factor 1.73 is thermal diffusion. The tempting solution gave 1.73 for the whole density ratio.

The dilute approximation costs little here: at the hot wall (3) is low by $0.0130\times0.4226=0.55\,\%$ of the full value belonging to the same $x_c$. At the same $\bar x=0.01$, (4) gives $x_c$ 0.27 % too high, $x_h$ 0.27 % too low and the wall difference 1.0 % too high. With $x_c=0.30$ the full solution gives 0.198 at the hot wall and the power law 0.173, which is 12.7 % too low. These figures hold for an $\alpha$ independent of composition. For a heavy gas in a light carrier $\alpha$ falls markedly as $x$ grows: in the first kinetic-theory approximation for rigid spheres with mass ratios from 4 to 57, it drops by roughly a quarter to a half between trace level and $x=0.3$. The error of the power law at $x_c=0.30$ is then larger, about 20 to 30 % for the same trace value $\alpha=0.5$.

Equation (1) also needs a mean free path much shorter than the gap. With a chosen carrier cross-section $\sigma=50$ angstrom², the estimate $T/(\sqrt2\,p\sigma)$ is largest at the hot wall, where it is $1.3\times10^5$ angstrom, about 0.13 % of the gap.

As a test of (3) and (4), a uniform mixture in the closed gap was evolved in time under the dilute form of (1), with $D\propto T^{1.75}$, until it was steady. The final profile agrees with the formulas to a relative deviation of $1.7\times10^{-6}$. In a second run $D$ was constant and $T^{1.8}$, instead of $T$, was linear in $z$. There $xT^\alpha$ was uniform to $3.7\times10^{-7}$, as expected if the relation between $x$ and $T$ depends on neither choice. These runs test the integration of the flux law, not the law itself.

## When the factor is not constant

If $\alpha$ varies with temperature, the dilute form of (2) gives

$$\ln\frac{x_h}{x_c}=-\int_{T_c}^{T_h}\alpha(T)\,\frac{dT}{T}=-\langle\alpha\rangle\ln r,$$

where $\langle\alpha\rangle$ is the average over $\ln T$. The wall ratio keeps its form, but the local exponent $d\ln x/d\ln T=-\alpha(T)$ changes across the gap, so no single power law describes the profile exactly.

For the model $\alpha(T)=a(1-\theta/T)$ the integral gives

$$\langle\alpha\rangle=a\left[1-\frac{\theta}{\ln r}\left(\frac1{T_c}-\frac1{T_h}\right)\right].$$

With $a=0.8$ and $\theta=0.012$ eV, $\alpha$ rises from 0.48 at the cold wall to 0.69 at the hot one. The average is 0.606, and $x_h/x_c=3^{-0.606}=0.514$.

## A model in which it is constant

Constant $\alpha$ can follow from the collisions themselves. Consider light trace particles of mass $m$, scattered isotropically by much heavier carriers with cross-section $\sigma=Cv^{-s}$, where $v$ is the particle speed. Their free path is $l=1/(n\sigma)=v^s/(Cn)$. Assume that energy exchange with the carriers keeps the main part $f$ of their velocity distribution Maxwellian at the local $T$. A collision with a carrier of mass $M$ transfers only a fraction of order $m/M$ of the energy, so this requires the relaxation length $l\sqrt{M/m}$, not just $l$, to be much shorter than the gap.

The gradient creates a small odd part $f_1$, which collisions remove at the rate $v/l$. In the steady state $v_z\,\partial f/\partial z=-(v/l)f_1$, so

$$J=\int v_zf_1\,d^3v=-\int\frac{l\,v_z^2}{v}\frac{\partial f}{\partial z}\,d^3v=-\frac13\int v\,l\,\frac{\partial f}{\partial z}\,d^3v,$$

because $v_z^2$ averages to $v^2/3$ over directions. The factor $1/n$ in $l$ stands outside the derivative, and the Maxwellian gives $\int v^{1+s}f\,d^3v\propto n_1T^{(1+s)/2}\propto xT^{(s-1)/2}$. With $1/n\propto T$ and a positive constant $B$,

$$J=-BT\frac{d}{dz}\left[xT^{(s-1)/2}\right]=-BT^{(s+1)/2}\left[\frac{dx}{dz}+\frac{s-1}{2}\,x\,\frac{d\ln T}{dz}\right].$$

Comparison with the dilute form of (1) gives $\alpha=(s-1)/2$, independent of temperature. Velocity integration at three temperatures confirms this for $s=0$, 0.5, 1 and 2.

Rigid spheres ($s=0$) have $\alpha=-1/2$, so the mole fraction of the light gas is higher at the hot wall, $x\propto T^{1/2}$, although its number density, $n_1\propto x/T\propto T^{-1/2}$, is lower there. For $s=1$ there is no separation, and for $s=2$ the light gas moves to the cold side. In this model the sign is thus set by how the cross-section depends on speed. The model does not cover the heavy precursor above, whose $\alpha$ was simply chosen.

## When a wall consumes the precursor

If deposition takes place at the hot wall, a closed gap simply drains of precursor; a steady state with $J\neq0$ needs a supply at the cold side. In the dilute limit, with no net molar flow, multiplying the bracket in (1) by $T^\alpha$ turns it into a total derivative:

$$\frac{d}{dz}\left(xT^\alpha\right)=-\frac{J\,T^\alpha}{nD}.$$

For $J>0$, towards the hot wall, $xT^\alpha$ falls along the way. The hot wall is then poorer in precursor than (3) predicts from the same cold-wall value, and the profile depends on $D$ and on the temperature field. The power law describes the closed, non-reacting gap; the program does not treat a consuming wall.

## Computed values

```
Cold-wall temperature k_B T: 0.030 eV
Hot-wall temperature k_B T: 0.090 eV
Mid-gap temperature k_B T: 0.060 eV
Temperature ratio hot/cold: 3.0000 (no unit)
ln of temperature ratio: 1.09861 (no unit)
Gap width: 1.0e+08 angstrom
Pressure: 1.0e-08 eV/angstrom^3
Thermal-diffusion factor: 0.50 (no unit)
Mean mole fraction: 0.0100 (no unit)
(T_hot/T_cold)^(-alpha): 0.57735 (no unit)
Mole fraction at cold wall: 0.012997 (no unit)
Mole fraction at mid-gap: 0.009190 (no unit)
Mole fraction at hot wall: 0.007504 (no unit)
Wall difference, formula: 0.005493 (no unit)
Wall difference, time evolution: 0.005493 (no unit)
Largest relative deviation, evolved profile: 1.7e-06
Relative spread of x T^alpha, other T field and D: 3.7e-07
Trace density at cold wall: 4.3322e-09 angstrom^-3
  the same, converted: 4.3322e+21 m^-3
Trace density at hot wall: 8.3374e-10 angstrom^-3
  the same, converted: 8.3374e+20 m^-3
Trace density ratio cold/hot: 5.1962 (no unit)
Dilute-formula relative error at hot wall: 0.549 %
Large cold-wall mole fraction tested: 0.30 (no unit)
  full hot-wall mole fraction: 0.19836 (no unit)
  dilute formula there: 0.17321 (no unit)
  dilute-formula relative error: 12.68 %
Carrier cross-section: 50.0 angstrom^2
Mean free path at hot wall: 1.273e+05 angstrom
Mean free path / gap: 1.27e-03 (no unit)
Variable factor, limit a: 0.80 (no unit)
Variable factor, theta: 0.012 eV
  factor at cold wall: 0.4800 (no unit)
  factor at hot wall: 0.6933 (no unit)
  average over ln T: 0.6058 (no unit)
  mole-fraction ratio hot/cold: 0.51399 (no unit)
Kinetic model, s = 0.0: alpha = -0.5000 (no unit)
Kinetic model, s = 0.5: alpha = -0.2500 (no unit)
Kinetic model, s = 1.0: alpha = -0.0000 (no unit)
Kinetic model, s = 2.0: alpha = 0.5000 (no unit)
```
